# Logarithmic growth of the one-dimensional electron susceptibility at twice the Fermi wavevector

## Problem

Independent electrons with two spin directions move freely in one dimension. In Hartree atomic units their energy is \(\varepsilon_k=k^2/2\), and \(T\) stands for \(k_BT\). The density \(n=2k_F/\pi\) is held fixed as the temperature changes, and \(\varepsilon_F=k_F^2/2\). A weak static potential energy \(V\cos qx\) induces the density \(-\Pi(q,T)\,V\cos qx\), which defines the positive susceptibility \(\Pi\).

(a) Write \(\Pi\) as an integral that can be evaluated numerically at \(q=2k_F\), and find its zero-temperature form.

(b) Find how \(\Pi(2k_F,T)\) behaves at low temperature, including the constant and the first correction in \(t=T/\varepsilon_F\).

(c) Evaluate \(\Pi(2k_F,T)\) for \(k_F=0.5\ \text{bohr}^{-1}\) between 1000 K and 1 K, and compare with (b).

(d) Find what happens when \(q\) is 1 % above \(2k_F\), and when electrons hop between neighbouring chains with amplitude \(t_\perp=10\) meV. Judge where the model stops describing a real chain.

## Solution

### (a) A regular integral

To first order in \(V\), the state \(e^{ikx}\) acquires components at \(k\pm q\) with amplitudes \((V/2)/(\varepsilon_k-\varepsilon_{k\pm q})\). Its density then contains \(\cos qx\) with twice the sum of these amplitudes. Summing over occupied states, and shifting \(k\to k+q\) in the term with \(k-q\), gives

\[
\Pi=2\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{f(k)-f(k+q)}{\varepsilon_{k+q}-\varepsilon_k},
\]

where \(f\) is the Fermi function and the factor 2 counts spin. Put \(k=-q/2+p\). Then

\[
\varepsilon_{k+q}-\varepsilon_k=\tfrac12\left[(p+\tfrac q2)^2-(p-\tfrac q2)^2\right]=qp .
\]

The numerator is odd in \(p\), so the integrand is even and

\[
\Pi(q,T)=\frac{2}{\pi q}\int_0^\infty \frac{dp}{p}\left[f(p-\tfrac q2)-f(p+\tfrac q2)\right].
\]

For \(T>0\) the bracket vanishes linearly at \(p=0\), so the integrand is finite and no principal value is needed. At \(q=2k_F\) the bracket varies rapidly near \(p=0\) and \(p=2k_F\), over a width of about \(T/k_F\). The integration panels must resolve that width.

At \(T=0\) the bracket is 1 for \(|k_F-q/2|<p<k_F+q/2\) and 0 elsewhere. Therefore

\[
\Pi_0(q)=\frac{2}{\pi q}\ln\left|\frac{q+2k_F}{q-2k_F}\right|
\;\simeq\;\frac{1}{\pi k_F}\ln\frac{4k_F}{|q-2k_F|}\quad(q\to2k_F).
\]

At \(q=2k_F\) the lower limit is \(p=0\), and the integral of \(1/p\) diverges. Heat removes the divergence by rounding the bracket below \(p\sim T/k_F\), which leaves a logarithm of \(k_F^2/T\).

### (b) The low-temperature law

**Thermal average.** Let \(w(x)=1/[4\cosh^2(x/2)]\), which is minus the derivative of \(1/(e^x+1)\). A Fermi function is an average of sharp steps at energies \(\mu'=\mu+Tx\) with weight \(w(x)\). Since \(\Pi\) is linear in \(f\), it is the same average of zero-temperature susceptibilities. With \(k'=\sqrt{2\mu'}\) and \(q=2k_F\),

\[
\pi k_F\Pi=\left\langle \ln\left|\frac{k_F+k'}{k_F-k'}\right|\right\rangle,\qquad
\langle g\rangle=\int_{-\infty}^{\infty}w(x)\,g\,dx .
\]

Steps with \(\mu'<0\) are empty. Their weight is exponentially small at low \(T\) and does not affect the expansion.

Set \(\mu'=\varepsilon_F(1+u)\), so \(k'=k_F\sqrt{1+u}\). Multiplying numerator and denominator by \(k_F+k'\) turns the logarithm into

\[
2\ln(1+\sqrt{1+u})-\ln|u|
=\ln4+\frac u2-\frac{3u^2}{16}-\ln|u|+\dots
\]

**The constant.** We need \(\langle\ln|x|\rangle\). For \(x>0\), \(w=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}\). For \(s>0\) this can be integrated term by term, because the remainder after \(N\) terms contributes at most of order \(N^{-s}\):

\[
\langle|x|^s\rangle=2\,\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_{n\ge1}\frac{(-1)^{n+1}}{n^s}.
\]

Averaging the series with its shifted copy gives

\[
\eta(s)=\frac12+\frac12\sum_{n\ge1}(-1)^{n+1}\left[n^{-s}-(n+1)^{-s}\right],
\]

which also converges near \(s=0\). Hence \(\eta(0)=\tfrac12\), and by Wallis's product

\[
\eta'(0)=\frac12\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=\frac12\ln\frac\pi2 .
\]

Differentiating \(\langle|x|^s\rangle\) at \(s\to0\), with \(\Gamma'(1)=-\gamma\) and \(\gamma\) Euler's constant,

\[
\langle\ln|x|\rangle=2\left[\Gamma'(1)\eta(0)+\eta'(0)\right]=\ln\frac\pi2-\gamma=-0.1256 .
\]

The same formula at \(s=2\), with \(\eta(2)=\pi^2/12\), gives \(\langle x^2\rangle=\pi^2/3\).

**The chemical potential.** Fixed density requires \(\int_0^\infty f\,dk=k_F\), or \(\langle\sqrt{1+u}\rangle=1\). Write \(\mu=\varepsilon_F(1+\delta)\), so \(u=\delta+tx\). To order \(t^2\),

\[
1+\frac\delta2-\frac18\frac{\pi^2t^2}{3}=1
\quad\Rightarrow\quad \delta=\frac{\pi^2t^2}{12}.
\]

**The correction.** The smooth terms average to

\[
\frac{\delta}{2}-\frac{3}{16}\frac{\pi^2t^2}{3}=\frac{\pi^2t^2}{24}-\frac{\pi^2t^2}{16}=-\frac{\pi^2t^2}{48}.
\]

In the singular term, \(\ln|u|=\ln t+\ln|x+a|\) with \(a=\delta/t=\pi^2t/12\). By symmetry \(\langle\ln|x+a|\rangle=\langle\ln|x|\rangle+Ca^2/2+\dots\). Moving the derivatives onto \(w\) and integrating by parts,

\[
C=-\int_{-\infty}^{\infty}\frac{w'(x)}{x}dx=\int_{-\infty}^{\infty}\frac{w(0)-w(x)}{x^2}dx .
\]

The product \(\cosh(x/2)=\prod_{n\ge0}(1+x^2/\omega_n^2)\), with \(\omega_n=(2n+1)\pi\), gives \(\tanh(x/2)=\sum_n4x/(x^2+\omega_n^2)\) after taking the logarithm and differentiating. Half the derivative of this is

\[
w=\sum_n\frac{2(\omega_n^2-x^2)}{(x^2+\omega_n^2)^2}.
\]

Each term contributes to \(C\)

\[
\int_{-\infty}^{\infty}\frac{2(x^2+3\omega_n^2)}{\omega_n^2(x^2+\omega_n^2)^2}dx
=\frac{2}{\omega_n^2}\left(\frac{\pi}{2\omega_n}+\frac{3\pi}{2\omega_n}\right)=\frac{4\pi}{\omega_n^3}.
\]

Since \(\sum_n(2n+1)^{-3}=\tfrac78\zeta(3)\), we have \(C=7\zeta(3)/(2\pi^2)=0.4263\), and \(Ca^2/2=7\pi^2\zeta(3)t^2/576\). Collecting the terms,

\[
\boxed{\;\pi k_F\,\Pi(2k_F,T)=\ln\frac{8e^\gamma}{\pi t}-c\,t^2+O(t^4),\quad
c=\frac{\pi^2}{48}+\frac{7\pi^2\zeta(3)}{576}=0.3498\;}
\]

Comparison with \(\Pi_0\) near \(2k_F\) shows that temperature acts like a wavevector offset \(|q-2k_F|=\pi e^{-\gamma}T/k_F\approx1.76\,T/k_F\). As \(T\to0\) the offset vanishes and the divergence returns.

### (c) Numerical evaluation

For \(k_F=0.5\ \text{bohr}^{-1}\), \(\varepsilon_F=0.125\) hartree (3.40 eV, or 39472 K), and \(1/(\pi k_F)=0.63662\). At 300 K, \(t=0.0076003\) and the logarithmic law gives

\[
\Pi\simeq0.63662\,\ln\frac{4.53546}{0.0076003}=4.069\ \text{hartree}^{-1}\text{bohr}^{-1}.
\]

Quadrature of the regular integral, with \(\mu\) adjusted to fixed density, gives:

| \(T\) (K) | quadrature | log law | quadrature, 1/(eV nm) |
|---|---|---|---|
| 1000 | 3.30233 | 3.30248 | 2.293 |
| 300 | 4.06894 | 4.06895 | 2.826 |
| 100 | 4.76835 | 4.76835 | 3.311 |
| 10 | 6.23422 | 6.23422 | 4.329 |
| 1 | 7.70009 | 7.70009 | 5.347 |

The middle columns are in hartree⁻¹ bohr⁻¹. At 1000 K the law is too high by 0.00014, which is the size of \(c\,t^2/(\pi k_F)\). Each tenfold cooling should add \(\ln10/(\pi k_F)=1.466\), and both steps from 100 K to 1 K do. The growth is slow: cooling by a factor of 1000 raises \(\Pi\) by a factor of 2.3.

The definition of \(\Pi\) can be checked without the response integral. At \(T=0.01\) hartree, diagonalizing the electrons in a cosine potential with \(V=10^{-4}\) hartree and reading off the induced density gives \(\Pi=2.56896\). Quadrature gives 2.56897.

### (d) Where the growth stops

**Detuned wavevector.** For \(q=1.01\times2k_F\), \(\Pi_0\) is finite and equals 3.343. The computed values at 1000, 300, 100, 10 and 1 K are 3.200, 3.470, 3.362, 3.343 and 3.343. They pass through a maximum before settling.

The approach from above follows from the thermal average. The singularity now lies at \(\mu'=(q/2)^2/2\), above \(\varepsilon_F\) by \(\Delta=(1.01^2-1)\varepsilon_F\), or 793 K. Near it \(\Pi_0\) is \(-(2/\pi q)\ln|\mu'-\varepsilon_F-\Delta|\) plus smooth terms. For \(\Delta\ll\varepsilon_F\) the logarithm dominates the second derivative at \(\mu'=\varepsilon_F\), which is then \(2/(\pi q\Delta^2)\). Averaging therefore adds

\[
\frac{\pi^2T^2}{6}\,\frac{2}{\pi q\Delta^2}
\]

for \(T\ll\Delta\). At 10 K this is 0.00016, against a computed excess of 0.00017. The expansion fails once \(T\) is comparable with \(\Delta\). For \(\Delta\ll T\ll\varepsilon_F\) the detuning no longer matters and \(\Pi\) decreases logarithmically with temperature.

**Coupled chains.** Let the energy be \(k^2/2-2t_\perp\cos\theta\), with \(\theta\) the phase between neighbouring chains, and let the potential be in phase on all chains. Then \(\theta\) is conserved and cancels in the energy difference, while the effective chemical potential becomes \(\mu+2t_\perp\cos\theta\). For \(T\ll t_\perp\ll\varepsilon_F\), \(\ln|u|\) averages to \(\ln(t_\perp/\varepsilon_F)+\overline{\ln|2\cos\theta|}\).

The last mean is zero. If \(J\) is the mean of \(\ln|\cos\theta|\), which equals that of \(\ln|\sin\theta|\), then \(\sin2\theta=2\sin\theta\cos\theta\) gives \(J=\ln2+2J\), so \(J=-\ln2\). Hence

\[
\Pi\to\frac{1}{\pi k_F}\ln\frac{4\varepsilon_F}{t_\perp}=4.594 .
\]

The computed averages keep \(\mu\) at its uncoupled value, because the shift needed to hold the density is of order \(t_\perp^2/\varepsilon_F\) and negligible here. They are 4.030 at 300 K, 4.502 at 100 K and 4.594 at both 10 K and 1 K. The hopping, equivalent to 116 K, replaces temperature as the cutoff for this in-phase modulation.

For some modulations hopping stops the growth only at a much lower temperature. If the potential alternates in sign from chain to chain, it also shifts \(\theta\) by \(\pi\). To first order in \(t_\perp\), a right Fermi point moved outward is then paired with a left one moved inward, and their separation stays \(2k_F\). For this modulation, at fixed density, \(\Pi\) is 6.234 at 10 K and 7.698 at 1 K, almost the single-chain values. The cutoff drops to order \(t_\perp^2/\varepsilon_F\), about 0.3 K here, and \(\Pi\) finally levels off near 9.19. The small shift of \(\mu\) is of the same order as this cutoff, so here it has to be included.

**Finite length.** On a ring 997.5 nm long, with \(k_F\) an allowed wavevector and \(\mu\) kept at its infinite-length value, the explicit sum over levels gives 6.296 at 10 K and 13.84 at 1 K. The infinite chain gives 6.234 and 7.700. The excess at 1 K comes from the degenerate pair at \(\pm k_F\). Its term in the sum, \(1/(2LT)\) with \(L\) the ring length, is 8.4 and grows as \(1/T\), not as a logarithm. The other terms add up to only 5.5, because the discrete levels cut off their logarithm. These values assume that the ring can exchange electrons with a reservoir. In an isolated ring with exactly 6000 electrons, two electrons share the four spin states at \(\pm k_F\) at 1 K, and the pair term becomes \(2/(3LT)\), or 11.2. If \(k_F\) instead lies midway between two allowed wavevectors, on a ring of nearly the same length, there is no degenerate pair at the Fermi energy and \(\Pi\) levels off near 6.35.

**A real chain.** The values of \(k_F\), \(t_\perp\) and the lattice coupling used below are illustrative and do not describe a particular material. Two assumptions limit the model:

- The unscreened Coulomb energy at the mean electron spacing \(1/n\) is \(4/(\pi k_F)=2.55\) times \(\varepsilon_F\) for the free-electron mass, so for these parameters interactions are not a small correction. With a band mass \(m^*\) and a background dielectric constant \(\epsilon_r\), the ratio is multiplied by \(m^*/\epsilon_r\). The numbers above describe independent electrons, and the change due to interactions is not determined here.
- The lattice can respond. Because \(d\Omega/dV=-\Pi V/2\) per length, a static modulation lowers the electronic free energy by \(\Pi V^2/4\). If the lattice pays \(V^2/(4g)\), the undistorted chain becomes unstable in mean field when \(g\Pi=1\). For \(\lambda=g/(\pi k_F)=0.15\), the law gives

\[
T^*=\frac{8e^\gamma}{\pi}\,\varepsilon_F\,e^{-1/\lambda}=4.535\times39472\ \text{K}\times e^{-6.667}\approx228\ \text{K}.
\]

This estimate neglects fluctuations, interactions and interchain hopping, and it is sensitive to the coupling: \(\lambda=0.20\) would raise it about fivefold, while \(\lambda=0.08\) would put it below 1 K. Below \(T^*\) the tabulated \(\Pi\) is still the correct response of the free-electron model, but in this mean-field picture the undistorted chain is no longer the stable state. Further values are in the numerical output.

## Calculated quantities

```
Fermi wavevector kF = 0.500 1/bohr = 9.449 1/nm
Fermi energy = 0.1250 hartree = 3.401 eV
Fermi temperature = 39472 K
electron density = 0.3183 1/bohr
prefactor 1/(pi kF) = 0.63662 1/(hartree bohr)
number 8 exp(gamma)/pi = 4.53546
thermal mean of ln|x| = -0.125633
curvature of mean of ln|x+a| at a=0 = 0.426278
coefficient c: numeric 0.34999, formula 0.34980
(mu/eF-1)/t^2: numeric 0.82274, formula 0.82247
Test at T = 0.01 hartree, V = 1e-04 hartree; Pi in 1/(hartree bohr):
  direct quadrature        2.568966
  induced density          2.568964
  free-energy change       2.568965
  thermal average of log   2.568966
Pi(2kF,T) in 1/(hartree bohr), last column in 1/(eV nm):
  T (K)    T/eF        computed   log law    computed
   1000  2.5334e-02  3.302332   3.302475   2.2933
    300  7.6003e-03  4.068935   4.068948   2.8257
    100  2.5334e-03  4.768345   4.768346   3.3114
     10  2.5334e-04  6.234218   6.234218   4.3294
      1  2.5334e-05  7.700089   7.700089   5.3474
gain per decade of cooling = 1.46587 1/(hartree bohr)
slope of pi kF Pi against ln(1/T), 10 K to 1 K = 1.0000000
Where growth stops, Pi in 1/(hartree bohr):
  T (K)   q = 1.01*2kF   coupled chains at 2kF
   1000   3.20018        3.29869
    300   3.47014        4.03001
    100   3.36204        4.50181
     10   3.34293        4.59363
      1   3.34276        4.59363
  T=0 formula: 3.34276 (detuned), 4.59363 (coupled)
interchain hopping = 10 meV = 116.0 K
ring length = 997.5 nm, level spacing at eF = 52.6 K
  ring Pi at 300 K = 4.0689, continuum 4.0689 1/(hartree bohr)
  ring Pi at 10 K = 6.2955, continuum 6.2342 1/(hartree bohr)
  ring Pi at 1 K = 13.8407, continuum 7.7001 1/(hartree bohr)
Coulomb energy at mean spacing / Fermi energy = 2.55
dimensionless lattice coupling = 0.15
mean-field distortion temperature = 227.83 K, log law 227.83 K
```
